# Which permittivity belongs in the background of a Landau polarization model?

**Q:** I am setting up a phase-field simulation of a ferroelectric. The Landau equation evolves the polarization $P$, and Gauss's law needs a background permittivity. The crystal has a measured relative permittivity of 210 along its polar axis, so I enter 210. Surely the material's own permittivity is the right one to give it?

**A:** That depends on what your $P$ already does. Which energy are you using, and where did its coefficients come from?

**Q:** One polar axis, with

$$f(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a<0,\quad b>0,$$

and a gradient energy $\tfrac12 g|\nabla P|^2$. I chose $a$ and $b$ to reproduce the spontaneous polarization $P_s=0.25\ \mathrm{C/m^2}$ and the soft-mode part of the dielectric response. Electrons and harder lattice modes contribute a relative permittivity of 10, vacuum included, so I gave the soft mode the remaining 200.

**A:** Then let us write down what the simulation solves, in SI units. Call the number you enter the background, $\epsilon_b$. The electric enthalpy density, with free charge density $\rho$ and $E=-\nabla\phi$, is

$$f(P)+\tfrac12 g|\nabla P|^2-PE-\tfrac12\epsilon_0\epsilon_bE^2+\rho\phi .$$

Varying $P$, and integrating the gradient term by parts, gives

$$f'(P)-g\nabla^2P=E. \tag{1}$$

Varying $\phi$ changes the field by $\delta E=-\nabla\delta\phi$. The field terms then change by $-(P+\epsilon_0\epsilon_bE)\,\delta E=D\cdot\nabla\delta\phi$, where

$$D=\epsilon_0\epsilon_bE+P. \tag{2}$$

Integration by parts turns this into $-(\nabla\cdot D)\,\delta\phi$, and together with $\rho\,\delta\phi$ it must vanish, so $\nabla\cdot D=\rho$. Now apply a small uniform field to a single domain. What permittivity would you measure on the simulated crystal?

**Q:** The slope of $D$ against $E$, divided by $\epsilon_0$. From (2) that is $\epsilon_b$ plus whatever $P$ contributes.

**A:** And what $P$ contributes follows from (1). In a uniform state the gradient term vanishes and $f'(P)=E$. Differentiating with respect to $E$ gives $f''(P)\,dP/dE=1$, so

$$\epsilon_{\rm sim}=\frac{1}{\epsilon_0}\frac{dD}{dE}=\epsilon_b+\chi,\qquad \chi=\frac{1}{\epsilon_0f''(P_s)}. \tag{3}$$

At zero field the polar state satisfies $a+bP_s^2=0$, so $P_s^2=-a/b$. The curvature there is

$$f''(P_s)=a+3bP_s^2=a-3a=-2a .$$

It is positive because $a<0$. Your calibration $\chi=200$ therefore means

$$a=-\frac{1}{2\epsilon_0\chi}=-2.8235\times10^8\ \mathrm{J\,m/C^2},\qquad b=-\frac{a}{P_s^2}=4.5176\times10^9\ \mathrm{J\,m^5/C^4}.$$

**Q:** So with my background of 210, equation (3) gives $210+200=410$. The simulated crystal is almost twice as polarizable as the real one.

**A:** Yes. Write $\epsilon_{\rm meas}$ for the measured value and $\epsilon_b$ for the proper background, so that $\chi=\epsilon_{\rm meas}-\epsilon_b$. Entering $\epsilon_{\rm meas}$ as background produces

$$\epsilon_{\rm meas}+\chi=2\epsilon_{\rm meas}-\epsilon_b .$$

The soft mode responds once through $P$ and again through the background. With the background at 10, the sum is $10+200=210$, as it should be. Finite differences of the nonlinear $D(E)$ relation confirm both values; they are listed in the numerical output. Relative to the measured permittivity, the excess is $\chi/\epsilon_{\rm meas}$. It is small if the soft mode supplies a small part of the response, and here it is 95%.

**Q:** But I computed a polarization loop $P(E)$ with the background at 210, and it was the loop I expected from $a$ and $b$.

**A:** Look at (1) again. If you prescribe a uniform $E$, that equation does not contain $\epsilon_b$. The uniform $P(E)$ loop is the same for every background, so it cannot reveal the error. The error appears in $D$, and hence in the electrode charge and the capacitance. It also enters $P$ itself when bound or free charge inside the system contributes to the field, which must then be found from Gauss's law.

**Q:** Can you show me a case in which it enters through Gauss's law?

**A:** Put a weak wave of free charge into the crystal, varying along the polar axis $x$, with zero average field. Let the resulting displacement be a constant plus $D_1\sin kx$, and write

$$P=P_s+p_1\sin kx,\qquad E=E_1\sin kx .$$

For small amplitudes we keep terms linear in $p_1$. Since $\nabla^2\sin kx=-k^2\sin kx$, equation (1) becomes

$$\left[f''(P_s)+gk^2\right]p_1=E_1 .$$

The varying part of (2) is $D_1=\epsilon_0\epsilon_bE_1+p_1$. Substituting $p_1$ and dividing by $\epsilon_0E_1$ gives the longitudinal permittivity

$$\epsilon_L(k)=\frac{D_1}{\epsilon_0E_1}=\epsilon_b+\frac{1}{\epsilon_0[f''(P_s)+gk^2]}. \tag{4}$$

Take $g=10^{-10}\ \mathrm{J\,m^3/C^2}$ and a wavelength of 10 nm. Then $gk^2=0.395\times10^8\ \mathrm{J\,m/C^2}$, to be added to $f''(P_s)=5.647\times10^8\ \mathrm{J\,m/C^2}$. The gradient energy stiffens the soft mode a little and reduces its contribution from 200 to

$$200\times\frac{5.647}{5.647+0.395}\approx186.9 .$$

The proper background gives $\epsilon_L\approx196.9$, and yours gives $396.9$. For $D_1=10^{-4}\ \mathrm{C/m^2}$ the field amplitudes are 57.35 kV/m and 28.45 kV/m. A finite-difference solution of the nonlinear equation together with Gauss's law agrees with (4) in both cases.

**Q:** So my simulation would halve the field around the charge. Does the error go away at shorter wavelengths, where the soft mode can no longer follow?

**A:** It gets worse. Let $s$ be the soft-mode term in (4). The ratio of your field to the proper one is

$$\frac{\epsilon_b+s}{\epsilon_{\rm meas}+s}.$$

At long wavelength $s=\chi$, and the ratio is $210/410\approx0.51$. As $gk^2$ grows, $s$ falls towards zero and the ratio falls towards $\epsilon_b/\epsilon_{\rm meas}=10/210\approx0.05$. The evolved $P$ stiffens, as the gradient energy demands, but the copy of the soft mode hidden in your background has no gradient energy and keeps screening at full strength. The limit should be read within the continuum model, which loses its meaning once the wavelength approaches the lattice spacing.

**Q:** These are changes of magnitude. Could the wrong background change which state I find?

**A:** Among uniform states, yes. Take a film of thickness $h$, polarized along its normal, in series with a nonferroelectric layer of thickness $d$ and permittivity $\epsilon_d$. The two sit between ideal, short-circuited electrodes, with no free charge at the interface. I consider uniform polarization only and keep your bulk coefficients. Zero total voltage and continuity of $D$ require

$$E_fh+E_dd=0,\qquad \epsilon_0\epsilon_bE_f+P=\epsilon_0\epsilon_dE_d .$$

The first condition gives $E_d=-E_fh/d$. Inserting this in the second and collecting the terms in $E_f$,

$$\epsilon_0\left(\epsilon_b+\frac{\epsilon_dh}{d}\right)E_f=-P
\quad\Longrightarrow\quad
E_f=-\frac{Pd}{\epsilon_0S},\qquad S=\epsilon_bd+\epsilon_dh. \tag{5}$$

The minus sign marks a depolarizing field. At a given $P$, a larger background makes $S$ larger and the field weaker. Setting $f'(P)=E_f$ gives

$$P\left(a+\frac{d}{\epsilon_0S}+bP^2\right)=0 .$$

Besides $P=0$ there may be a polar solution with $bP^2=-a-d/(\epsilon_0S)$. Divide by $bP_s^2=-a$ and use $1/(\epsilon_0|a|)=2\chi$:

$$\frac{P^2}{P_s^2}=1-\frac{2\chi d}{S}. \tag{6}$$

The polar solution exists when $S>2\chi d$, that is, when

$$h>h_c=\frac{d(2\chi-\epsilon_b)}{\epsilon_d}. \tag{7}$$

**Q:** Existing is not the same as being stable.

**A:** Quite right. Let $P$ relax at a rate proportional to $E_f-f'(P)$. A small uniform deviation decays if the derivative of $f'(P)-E_f$ is positive. That derivative is $a+d/(\epsilon_0S)+3bP^2$. At $P=0$ it is positive below $h_c$ and negative above. On the polar solution the first two terms equal $-bP^2$, so the derivative is $2bP^2>0$. As long as only uniform deviations are allowed, the film is therefore nonpolar below $h_c$ and polar above it.

Now take $d=1$ nm, $\epsilon_d=20$ and $h=15$ nm. With the proper background,

$$h_c=\frac{400-10}{20}\ \mathrm{nm}=19.5\ \mathrm{nm},$$

and the film is nonpolar. With yours,

$$h_c=\frac{400-210}{20}\ \mathrm{nm}=9.5\ \mathrm{nm},$$

and the same film is polar. Its polarization follows from (6) with $S=(210+300)\ \mathrm{nm}=510$ nm:

$$P=0.25\sqrt{1-\frac{400}{510}}\ \mathrm{C/m^2}\approx0.116\ \mathrm{C/m^2}.$$

Direct minimization of the film's Landau and field energy gives the same two outcomes.

**Q:** Would the real 15 nm film then be nonpolar?

**A:** The calculation does not say that. A film whose uniform state is suppressed may still lower its energy by forming domains of alternating polarization, which we have excluded. The polar state found with your background is no safer. Its $P\approx0.116\ \mathrm{C/m^2}$ lies below $P_s/\sqrt3\approx0.144\ \mathrm{C/m^2}$, where $f''<0$; it resists uniform deviations only through the depolarizing term $d/(\epsilon_0S)$, a cost that stripes of alternating deviation largely avoid. With the $g$ used above and an in-plane permittivity equal to the background, both 15 nm states are unstable to stripes, so a simulation that allows lateral variation can end in domains with either background. What we can conclude is that the background alone has reversed the answer for the uniform state.

For the depolarizing field, the error does have a benign limit. In a thick film, $\epsilon_dh$ dominates $S$, and this field hardly depends on the background. The small-signal capacitance does not benefit: for a very thick film your background makes it too large, by a factor that approaches $410/210\approx1.95$ as the thickness grows. At 15 nm the depolarizing field is still affected: if the film were held at $P=P_s$, (5) would give $-91.1$ MV/m with the proper background and $-55.4$ MV/m with yours. These numbers only compare the two backgrounds: both exceed the uniform coercive field found in (8) below, so the film could not stay at $P_s$, and the 1 nm layer would carry about 1.4 and 0.8 GV/m.

**Q:** The layer has a permittivity of 20. Is that its full measured value, or should I subtract something there too?

**A:** Its full value. No $P$ is evolved in that layer, so nothing else represents its response. Your instinct is correct for a linear dielectric; it fails where a separate equation already supplies part of the response.

**Q:** Then perhaps I can keep a large background and refit $a$ and $b$, so that the sum in (3) comes out right.

**A:** You can do that for any background below $\epsilon_{\rm meas}$. Call the chosen value $\epsilon_b'$. Keeping $P_s$ and the total permittivity fixed requires

$$a'=-\frac{1}{2\epsilon_0(\epsilon_{\rm meas}-\epsilon_b')},\qquad b'=-\frac{a'}{P_s^2}.$$

That removes the double counting from the uniform linear response. But the same coefficients also govern switching. Follow a uniform domain with $P>0$ as the field is made more negative. The state is lost where $f'(P)$ reaches its minimum, at $f''=a'+3b'P^2=0$, or $P=P_s/\sqrt3$. There

$$f'=P(a'+b'P^2)=\frac{P_s}{\sqrt3}\left(a'-\frac{a'}{3}\right)=\frac{2a'P_s}{3\sqrt3},$$

so the coercive field of uniform switching is

$$E_c=\frac{2|a'|P_s}{3\sqrt3}=\frac{P_s}{3\sqrt3\,\epsilon_0(\epsilon_{\rm meas}-\epsilon_b')}. \tag{8}$$

With $\epsilon_b'=10$ this is 27.2 MV/m. With $\epsilon_b'=110$ the soft-mode share falls from 200 to 100, and $E_c$ doubles to 54.3 MV/m, although $P_s$ and the small-signal permittivity are unchanged. As $\epsilon_b'$ approaches 210, $E_c$ diverges: a mode with no susceptibility left is infinitely stiff. These are fields for uniform switching in this model; a crystal that switches by nucleation and wall motion can do so at lower fields.

**Q:** So the division between background and soft mode is physical information, and one static permittivity cannot supply it. Where do I get it?

**A:** From a response that separates the two, such as the frequency dependence. Suppose that $P$ relaxes with time constant $\tau$. For a small deviation $p=P-P_s$,

$$\tau\frac{dp}{dt}=-p+\epsilon_0\chi E .$$

With $E$ and $p$ proportional to $e^{-i\omega t}$, the left side is $-i\omega\tau p$, so $p=\epsilon_0\chi E/(1-i\omega\tau)$. Adding the background and taking the real part,

$$\mathrm{Re}\,\epsilon(\omega)=\epsilon_b+\frac{\chi}{1+\omega^2\tau^2}. \tag{9}$$

For your parameters this is 210 in the static limit, $10+100=110$ at $\omega\tau=1$, and $10+200/901\approx10.2$ at $\omega\tau=30$. Time integration of the nonlinear equation reproduces the last two values. The background is the plateau above the soft-mode response and below the response of the harder modes. Equation (9) describes a relaxing mode. A resonant soft mode of frequency $\omega_0$ drives $\mathrm{Re}\,\epsilon$ negative just above $\omega_0$, and the plateau is approached from below only well beyond the longitudinal frequency, about $\omega_0\sqrt{210/10}\approx4.6\,\omega_0$ here. If those ranges overlap, there is no clean plateau, and the separation needs a model of the modes.

**Q:** Is 10 then the right background for any Landau coefficients of this crystal?

**A:** No, it goes with coefficients for the soft-mode polarization. Someone else may have fitted the total polarization, $P_t=D-\epsilon_0E$. Then $D=\epsilon_0E+P_t$, and comparison with (2) shows that the matching background is 1. The fitted susceptibility is $210-1=209$. Combining those coefficients with a background of 10 would give 219, a smaller double counting of the same kind.

**Q:** And the measured 210 itself: may I take it from any sample?

**A:** It has to describe the state used in (3): static, small-signal, single-domain, and along the polar axis. In a multidomain sample, moving walls add to the permittivity. If you assign that part to $\chi$ and then simulate moving walls as well, you count the wall response twice. Leakage must not be mistaken for polarization either. The mechanical conditions must also agree: a permittivity measured at constant stress includes the strain's response to the field, so it should be compared with the curvature of $f$ after the strain has been allowed to relax, not with the curvature at fixed strain.

**Q:** Then before I run anything with walls or films, I should apply a small field to one uniform domain and compute the slope of $D$, not of $P$.

**A:** Yes, under the conditions of the measurement. With your present input that test returns 410 instead of 210. Passing it is necessary but not sufficient, because the refitted model with a background of 110 passes it too. You also need evidence for the background itself, and coefficients fitted to the same definition of $P$.

## Numbers as computed

```
Measured relative permittivity: 210
Correct background permittivity: 10
Soft-mode susceptibility: 200
Spontaneous polarization: 0.25 C/m^2
Landau a: -2.8235e+08 J m/C^2
Landau b: 4.5176e+09 J m^5/C^4
Curvature at Ps: 5.6470e+08 J m/C^2
Simulated permittivity, correct background: 210.00
Simulated permittivity, wrong background: 410.00
Uniform permittivity ratio wrong/correct: 1.952
Real permittivity at omega*tau=1: 110.000
Real permittivity at omega*tau=30: 10.222
Gradient coefficient: 1.0e-10 J m^3/C^2
Charge-wave wavelength: 10 nm
Charge-wave wavenumber: 6.2832e+08 1/m
Gradient stiffness g*k^2: 3.9478e+07 J m/C^2
Charge-wave D amplitude: 1.0e-04 C/m^2
Charge-wave permittivity, correct: 196.93
Charge-wave field, correct: 57.35 kV/m
Charge-wave permittivity, wrong: 396.93
Charge-wave field, wrong: 28.45 kV/m
Charge-wave field ratio wrong/correct: 0.496
Film thickness: 15 nm
Dielectric layer thickness: 1 nm
Dielectric layer permittivity: 20
Critical thickness, correct: 19.50 nm
Film field if P=Ps, correct: -91.08 MV/m
Film equilibrium P, correct: 0.0000 C/m^2
Critical thickness, wrong: 9.50 nm
Film field if P=Ps, wrong: -55.36 MV/m
Film equilibrium P, wrong: 0.1161 C/m^2
Refit background permittivity: 110
Refit soft-mode susceptibility: 100
Coercive field, correct split: 27.17 MV/m
Coercive field, refit split: 54.34 MV/m
```
